# The Linear Coulomb Gap of Localised States in a Sheet

In a disordered two-dimensional channel at low temperature, electrons near the band edge sit on localised states. If the sheet is insulating and no metal is near, there are no mobile carriers to screen their repulsion, which at large separations falls off as the inverse distance. Moving an electron from a filled to an empty state leaves a hole behind, and the attraction between the two lowers the cost of the move. In a stable arrangement no such move may release energy. The question is what this demands of the density of states near the chemical potential.

## Model and assumptions

Site $i$ has a random bare energy $\phi_i$ and an occupation $n_i=0$ or $1$. Each site carries a compensating background of half an electron charge. With

$$A=\frac{e^2}{4\pi\varepsilon_0\kappa},$$

where $\kappa$ is the effective dielectric constant of the surroundings, the energy is

$$E=\sum_i\phi_i n_i+\frac12\sum_{i\ne j}\left(n_i-\tfrac12\right)\left(n_j-\tfrac12\right)\frac{A}{r_{ij}} .$$

$E$ is linear in each $n_i$. The coefficient of $n_i$ is the level

$$\varepsilon_i=\phi_i+\sum_{j\ne i}\left(n_j-\tfrac12\right)\frac{A}{r_{ij}} ,$$

the energy for adding an electron at $i$ with all others held fixed. Levels are measured from the chemical potential, and $g(\varepsilon)$ is their number per area and energy. The assumptions are:

1. The temperature is zero, tunnelling is negligible, and a site holds at most one electron.
2. Without interactions the density of states is a constant $g_0$ over the energies that matter, and the statistics are symmetric about the chemical potential, so $g(-\varepsilon)=g(\varepsilon)$.
3. Closure: filled and empty states are mixed in space. Seen from a given state, the possible partners on the other side of the chemical potential are scattered independently with density $g$, and $g(\varepsilon)$ equals $g_0$ times the probability that none of them violates stability.

**Theorem.** Let the state be stable against every single-electron transfer, and let assumptions 1 to 3 hold. If $g(\varepsilon)$ behaves as a power $a|\varepsilon|^p$ with $a>0$, $p\ge0$ as $\varepsilon\to0$, then $p=1$ and

$$g(\varepsilon)\simeq\frac{|\varepsilon|}{\pi A^2},$$

whatever the value of $g_0$.

Stability alone does not give this result. It restricts pairs on opposite sides of the chemical potential and says nothing about two filled states lying close together. Filled states near the chemical potential could gather in one region and empty ones in another without breaking the condition, which is why assumption 3 is needed.

## Lemma 1: the forbidden disc

*In a stable state, an empty level at $\varepsilon>0$ and a filled level at $-\varepsilon'<0$ are at least $R=A/(\varepsilon+\varepsilon')$ apart.*

**Proof.** Move an electron from a filled site $i$ to an empty site $j$. Removing it from $i$ changes the energy by $-\varepsilon_i$. The level at $j$ contained the repulsion $A/r_{ij}$ from that electron, so it now lies at $\varepsilon_j-A/r_{ij}$, and this is the cost of adding the electron there. Altogether

$$\Delta E=\varepsilon_j-\varepsilon_i-\frac{A}{r_{ij}} .$$

Stability means $\Delta E\ge0$, hence $\varepsilon_j-\varepsilon_i\ge A/r_{ij}>0$. Every empty level therefore lies above every filled one, and a chemical potential fits between them. Setting $\varepsilon_j=\varepsilon$ and $\varepsilon_i=-\varepsilon'$ gives $r_{ij}\ge A/(\varepsilon+\varepsilon')$. ∎

The closer two such levels are to the chemical potential, the farther apart they must be.

## Lemma 2: the weight of one pair

Stability excludes certain pairs, but how much does an excluded pair take from the density of a single level? An isolated pair can be solved completely.

*Let two sites with interaction $U=A/r$ have independent bare energies $u_1,u_2$, each uniform with probability density $g_1$ per energy over a range wide compared with $U$. In the lowest-energy occupation, the density of $\varepsilon_1$ relative to its bare value is $1-g_1(U-|\varepsilon_1|)$ for $|\varepsilon_1|<U$.*

**Proof.** With the chemical potential at zero, the four energies are

$$E_{00}=\tfrac U4,\quad E_{10}=u_1-\tfrac U4,\quad E_{01}=u_2-\tfrac U4,\quad E_{11}=u_1+u_2+\tfrac U4 .$$

- Occupation $(1,0)$ is lowest if $u_1<u_2$, $u_1<U/2$ and $u_2>-U/2$. Its levels are $\varepsilon_1=u_1-U/2$ and $\varepsilon_2=u_2+U/2$. In terms of these the conditions read $\varepsilon_2-\varepsilon_1>U$, $\varepsilon_1<0$ and $\varepsilon_2>0$.
- Occupation $(0,1)$ is the same with the sites exchanged.
- Occupation $(0,0)$ is lowest if $u_1,u_2>U/2$. Both levels are shifted by $-U/2$, so they fill the quadrant $\varepsilon_1,\varepsilon_2>0$.
- Occupation $(1,1)$ is lowest if $u_1,u_2<-U/2$. Both levels are shifted by $+U/2$ and fill the quadrant $\varepsilon_1,\varepsilon_2<0$.

Each region is shifted rigidly, so the joint density keeps its bare value wherever it is not zero. It vanishes where the levels have opposite signs and differ by less than $U$. For fixed $\varepsilon_1=\varepsilon$ between $0$ and $U$, the missing values of $\varepsilon_2$ run from $-(U-\varepsilon)$ to $0$. Their length is $U-\varepsilon$ and their probability $g_1(U-\varepsilon)$. Negative $\varepsilon_1$ follows by symmetry. ∎

An enumeration with a range of $4U$ gave a relative density of 0.8120 for levels between $0.2U$ and $0.3U$; the formula at the centre of this window gives $1-0.75/4=0.8125$.

## The closed equation

Take an empty state at $\varepsilon>0$. By Lemma 1, a filled state at $-\varepsilon'$ may not lie within the area $\pi A^2/(\varepsilon+\varepsilon')^2$ around it. For independently scattered partners of density $g(\varepsilon')$, the mean number of violations is this area times $g(\varepsilon')$, integrated over $\varepsilon'$. The probability of finding none is the exponential of minus the mean (Poisson statistics). Assumption 3 then reads

$$g(\varepsilon)=g_0\exp\left[-\pi A^2\int_0^\infty\frac{g(\varepsilon')\,d\varepsilon'}{(\varepsilon+\varepsilon')^2}\right].\tag{1}$$

**High-energy limit.** For $\varepsilon\gg A^2g_0$ the exponent is small, and to first order $g$ may be replaced by $g_0$ inside the integral:

$$\frac{g}{g_0}\simeq1-\pi A^2g_0\int_0^\infty\frac{d\varepsilon'}{(\varepsilon+\varepsilon')^2}=1-\frac{\pi A^2g_0}{\varepsilon}.$$

Lemma 2 gives the same loss when summed over partners in the plane. They contribute if $A/r>\varepsilon$, so the loss is

$$g_0\int_0^{A/\varepsilon}2\pi r\left(\frac Ar-\varepsilon\right)dr=g_0\left(\frac{2\pi A^2}{\varepsilon}-\frac{\pi A^2}{\varepsilon}\right)=\frac{\pi A^2g_0}{\varepsilon}.$$

(Very close partners, for which $A/r$ exceeds the width of the bare distribution, contribute negligibly if that width is much larger than $\varepsilon$.) The exponent in (1) thus has the right weight to first order in the density of partners. At low energy, where many pairs act together, (1) remains an assumption.

## Proof of the theorem

Write $I(\varepsilon)$ for the integral in (1), so that $\ln(g_0/g)=\pi A^2I$. Suppose $g\simeq a\varepsilon^p$ for small $\varepsilon>0$.

**Case $0\le p<1$.** For small enough $\varepsilon$, $g(\varepsilon')\ge\frac a2\varepsilon^p$ on the interval $\varepsilon\le\varepsilon'\le2\varepsilon$. There $\varepsilon+\varepsilon'\le3\varepsilon$, and the interval has length $\varepsilon$. Hence

$$I(\varepsilon)\ge\frac{a\varepsilon^p}{2}\,\frac{\varepsilon}{9\varepsilon^2}=\frac{a}{18}\,\varepsilon^{p-1},$$

which diverges as a power. Equation (1) then makes $g$ vanish faster than any power of $\varepsilon$, contrary to the supposition.

**Case $p>1$.** Now $I(\varepsilon)\le\int_0^\infty g(\varepsilon')\,d\varepsilon'/\varepsilon'^2$. This is finite: near zero the integrand behaves as $\varepsilon'^{\,p-2}$, and at large $\varepsilon'$ it is at most $g_0/\varepsilon'^2$. Equation (1) then keeps $g$ above a positive constant as $\varepsilon\to0$, again a contradiction.

**Case $p=1$.** Choose a small energy $\delta$ below which $g(\varepsilon')=a\varepsilon'$ up to a relative error $\eta$. Since

$$\frac{\varepsilon'}{(\varepsilon+\varepsilon')^2}=\frac1{\varepsilon+\varepsilon'}-\frac{\varepsilon}{(\varepsilon+\varepsilon')^2},$$

the part of the integral below $\delta$ is, up to the same relative error,

$$a\int_0^\delta\frac{\varepsilon'\,d\varepsilon'}{(\varepsilon+\varepsilon')^2}=a\left[\ln\frac{\varepsilon+\delta}{\varepsilon}+\frac{\varepsilon}{\varepsilon+\delta}-1\right].$$

The part above $\delta$ lies between $0$ and $g_0/\delta$. As $\varepsilon\to0$ the right side of $\ln(g_0/g)=\pi A^2I$ therefore grows as $\pi A^2a\ln(1/\varepsilon)$, with a relative error that can be made as small as desired through $\eta$. The left side grows as $\ln(1/\varepsilon)$, because $g\simeq a\varepsilon$. Equating the coefficients gives $\pi A^2a=1$. Symmetry supplies negative $\varepsilon$. ∎

**Remark 1: why the law is linear.** By the theorem, the filled states within $\varepsilon$ of the chemical potential have density $\varepsilon^2/(2\pi A^2)$. The disc forbidden to a pair at $\pm\varepsilon$ has radius $A/(2\varepsilon)$ and area $\pi A^2/(4\varepsilon^2)$. The product is $1/8$ at every energy: as the levels approach the chemical potential they thin out at the rate at which the discs grow.

**Remark 2: the coefficient.** If the exponent in (1) is multiplied by a weight $s$, the last step gives $\pi sA^2a=1$. The choice $s=\frac12$, for example, leads to the slope $2/(\pi A^2)$. The linear power does not depend on $s$; the coefficient does.

**Remark 3: the approach to the law.** With $x=\varepsilon/(A^2g_0)$ and $G=g/g_0$, equation (1) has no parameter left. Its numerical solution has $G/x=0.3185$ at $x=10^{-8}$, against $1/\pi=0.3183$, which confirms the slope. The approach is not monotonic: $G/x$ is 0.310 at $x=0.01$ and 0.384 at $x=0.1$, about 21% above the limit. For $x$ between 0.01 and 1 the linear law is thus an estimate of (1) at the level of tens of per cent; at larger $x$ it increasingly overestimates $G$, by about a third at $x=2$ and about 70% at $x=3$.

## A gate restores a finite density

A metal gate adds an image charge, and the interaction becomes

$$U(r)=A\left[\frac1r-\frac1{\sqrt{r^2+D^2}}\right],$$

where $D$ is the distance to the image.

**Proposition.** *With this interaction the closure gives $g(0)\ge g_0e^{-2\pi ADg_0}>0$.*

**Proof.** $U$ falls steadily with $r$, so $U(r)>E$ holds inside a radius $R(E)$. Repeating the steps that led to (1), the exponent at $\varepsilon=0$ is $-\int_0^\infty g(E)\,\pi R(E)^2dE$. Since $g\le g_0$, its magnitude is at most $g_0\int_0^\infty\pi R(E)^2dE$. The last integral is the volume under the surface $U(r)$, sliced horizontally. Sliced into rings it is

$$\int_0^\infty U\,2\pi r\,dr=2\pi A\lim_{L\to\infty}\left[L-\sqrt{L^2+D^2}+D\right]=2\pi AD. ∎$$

Within this closure, then, the density of states closes at zero because the interaction has a long range. The bound is weak when $D$ is large.

**Lattice test.** Samples of $26\times26$ sites with periodic boundaries, bare energies uniform between $-1$ and $1$ in units of $A$ over the lattice spacing, and half filling were relaxed by single transfers until none lowered the energy. The same 40 sets of bare energies were used with and without a gate at $D=1$ spacing. For $|\varepsilon|<0.05$ the gated density was 0.26 per site and energy; the ungated samples had no level there at all. Part of this absence is forced by the finite size. No two sites are more than $13\sqrt2\approx18.4$ spacings apart, so by Lemma 1 the lowest empty and the highest filled level differ by at least $1/18.4\approx0.054$. Energies are measured from the midpoint between these two, so no level can lie within 0.027 of zero. The slope of 0.495 found below would put $0.495\times0.05^2\times676\approx0.8$ levels per sample in the window, or about 33 in all 40 samples. None is found. The excluded interval covers more than half the width of this window, but for a linear density it holds only $(0.027/0.05)^2\approx30\%$ of the expected levels. In addition, zero is placed by construction in the middle of each sample's own gap, which is usually wider than this bound. Samples of a single size cannot show how much of the remaining shortfall comes from the finite size. The window is therefore no test of the linear law.

Counting levels up to 0.15 and 0.3 gives an effective power of 1.26 for the ungated density and 0.29 for the gated one. The ungated count up to 0.3 corresponds to a slope of 0.495 in units of $1/A^2$, between $1/\pi=0.318$ and $2/\pi=0.637$. These small samples, which may also be caught in metastable states, support a strong suppression with a power near one. They do not fix the coefficient. The count up to 0.3 reaches $x=0.6$, where (1) itself has not settled to its limiting slope: counted in the same way, (1) gives about 0.38. Moreover, the bare energies extend only to $\pm1$, less than $\pi A^2g_0=1.57$ in these units, so assumption 2 is not met and the value 0.495 cannot be used to choose between $1/\pi$ and $2/\pi$.

## Example: a MoS₂ channel in thick hBN

Consider band-tail states in monolayer MoS₂ surrounded by hexagonal boron nitride, with a gate 100 nm away. Rough dielectric constants of hBN are $\varepsilon_\parallel=7$ in the plane and $\varepsilon_\perp=3.5$ across it. Stretching the vertical coordinate by $\sqrt{\varepsilon_\parallel/\varepsilon_\perp}$ turns the Poisson equation of this crystal into an isotropic one. For charges in the sheet the result is $\kappa=\sqrt{\varepsilon_\parallel\varepsilon_\perp}=4.95$, and the image distance becomes $D=2\times100\times\sqrt2\approx283$ nm. Hence $A=0.291$ eV nm.

Take $g_0=10^{13}$ eV⁻¹cm⁻², which is 0.1 eV⁻¹nm⁻². A constant $g_0$ is a simplification, since a real band tail varies with energy. If it decays exponentially over 50 meV, the bare density changes by about 10% over 5 meV, but by a factor of about 3 between $-27$ and $+27$ meV. The numbers below for the outer part of the gap are therefore rough. The energy scale is $A^2g_0=0.0846\times0.1$ eV $=8.5$ meV, and the linear law would reach $g_0$ at $\pi A^2g_0\approx27$ meV. At 5 meV from the chemical potential it gives

$$g=\frac{0.005}{\pi\times0.0846}\ \text{eV}^{-1}\text{nm}^{-2}\approx1.9\times10^{12}\ \text{eV}^{-1}\text{cm}^{-2},$$

about a fifth of $g_0$. The full solution of (1) gives $2.1\times10^{12}$ and the slope $2/\pi$ gives $3.8\times10^{12}$ in the same unit, so the uncertain coefficient matters more than the departure from linearity.

A filled and an empty state at $\pm5$ meV must be at least $0.291/0.010\approx29$ nm apart. The neglected effects can be judged at this distance:

- The gate weakens the interaction by 10% and raises $g$ in the closure from $2.1$ to $2.3\times10^{12}$ eV⁻¹cm⁻². At the chemical potential it leaves $g(0)\approx0.015\,g_0$.
- The polarisability of the sheet (a length of roughly 4 nm in vacuum) changes the interaction by less than 0.1%.
- For a localisation length $\xi=2$ nm, the tunnelling estimate $(A/\xi)e^{-r/\xi}$ is about $10^{-4}$ meV. For levels at $\pm27$ meV, which may be 5.5 nm apart, it is 9 meV, and the classical model becomes doubtful there. This $\xi$ is on the large side: with a mass near $0.45\,m_e$, the estimate $\hbar^2/(2m\xi^2)$ places such states only about 20 meV below the band edge. States 150 meV or more below it would have $\xi$ under 1 nm and far weaker tunnelling.
- Double occupation costs about $A/\xi=145$ meV, well above the gap scale.
- A drain field of $10^{-4}$ MV/cm changes the energy over 29 nm by 0.3 meV.
- The thermal energy is 0.34 meV at 4 K but 26 meV at 300 K, comparable with the 27 meV at which the linear law reaches $g_0$. The zero-temperature result does not apply at room temperature.

Two settings need checking before these numbers are carried over to another channel. The density of localised states depends on material quality; the gap scale is proportional to $g_0$, while the slope in the limit of low energy is not affected. At a fixed energy the density can still change: for $g_0=3\times10^{12}$ eV⁻¹cm⁻², 5 meV is about $2A^2g_0$, and (1) gives $1.4\times10^{12}$ eV⁻¹cm⁻² there instead of the $1.9\times10^{12}$ of the linear law. The gate may also be much closer than 100 nm. With 10 nm of hBN and all else fixed, $D\approx28$ nm, and the interaction at 29 nm falls to about 28% of its ungated value instead of 90%. The closure then gives about $3.7\times10^{12}$ eV⁻¹cm⁻² at 5 meV, twice the value of the linear law. That law needs pair distances well below $D$ and well above $\xi$, an energy $\varepsilon$ no larger than about $A^2g_0$, and a thermal energy well below $\varepsilon$.

## Numbers as computed

```
TESTS (reduced or lattice units)
isolated pair g/g0: enumerated 0.8120, formula 0.8125
largest transfer-cost error: 8.0e-15
1/pi = 0.3183, 2/pi = 0.6366
closure: G/x at x = 1e-08: 0.3185
closure: G/x at x = 1e-04: 0.3208
closure: G/x at x = 1e-02: 0.3097
closure: G/x at x = 1e-01: 0.3843
closure: G/x at x = 1e+00: 0.3163
lattice: 26 x 26 sites, 40 samples, bare energies -1 to 1
lattice slope alpha from |e| < 0.3: 0.495
lattice power of g, A/r: 1.26
lattice power of g, gated (D = 1): 0.29
lattice g for |e| < 0.05, A/r: 0.0000
lattice g for |e| < 0.05, gated: 0.2615
EXAMPLE INPUTS (rough)
hBN dielectric constants: 7.0, 3.5
bare density of states g0: 1.0e+13 1/(eV cm2)
localisation length: 2.0 nm
gate distance: 100.0 nm
sheet polarisability length in vacuum: 4.0 nm
drain field: 1e-04 MV/cm
EXAMPLE RESULTS
kappa: 4.950
A: 0.2909 eV nm
energy scale A^2 g0: 8.46 meV
half-width pi A^2 g0: 26.59 meV
probe energy: 5.0 meV, x = 0.591
g at probe, linear law 1/pi: 1.881e+12 1/(eV cm2)
g at probe, linear law 2/pi: 3.761e+12 1/(eV cm2)
g at probe, full closure: 2.149e+12 1/(eV cm2)
least pair distance at probe: 29.1 nm
least pair distance at half-width: 5.47 nm
NEGLECTED EFFECTS
gated/bare interaction at probe distance: 0.898
g at probe, closure with gate: 2.326e+12 1/(eV cm2)
g(0)/g0, closure with gate: 0.0146
sheet-screened/bare at probe distance: 0.9992
sheet-screened/bare at half-width: 0.9812
tunnelling estimate at probe: 7.0e-05 meV
tunnelling estimate at half-width: 9.44 meV
double-occupation energy A/xi: 145 meV
kT at 4 K: 0.345 meV, at 300 K: 25.9 meV
field energy over probe distance: 0.29 meV
```
